# Steady currents and persistent oscillations after partitioned and partition-free switch-on

## Result

Two leads L and R are joined to a finite region C of non-interacting, spinless electrons. For $t>0$ the one-particle Hamiltonian is

$$H=H_d+V,\qquad H_d=h_L\oplus h_C\oplus h_R,\qquad h_\alpha=h_\alpha^0+U_\alpha ,$$

where $V$ couples C to the leads and $U_\alpha$ is the bias shift of lead $\alpha$. With $\hbar=1$ and $f(\varepsilon)=[e^{(\varepsilon-\mu)/kT}+1]^{-1}$, the initial one-particle density matrix is one of

- partitioned: $\rho_0=\rho_d\equiv f(h_L^0)\oplus n_C\oplus f(h_R^0)$, with any filling matrix $n_C$;
- partition-free: $\rho_0=f(H_{eq})$, where $H_{eq}=h_L^0\oplus h_C\oplus h_R^0+V$.

Let $I_L=-d\langle N_L\rangle/dt$ be the particle current from L into C. For both starts, as $t\to\infty$,

$$I_L(t)\to\int\!\frac{d\varepsilon}{2\pi}\,\mathrm{Tr}[\Gamma_LG^R\Gamma_RG^A](f_L-f_R)+\sum_{b,b'}i(E_b-E_{b'})\langle b|\rho_0|b'\rangle\langle b'|P_L|b\rangle e^{-i(E_b-E_{b'})t}. \tag{1}$$

Here $f_\alpha(\varepsilon)=f(\varepsilon-U_\alpha)$, $P_L$ projects on L, and $|b\rangle$ are the bound states of $H$. Without bound states the two starts give the same steady current. One bound state adds nothing, because the factor $E_b-E_{b'}$ vanishes. A persistent oscillation needs two different bound energies, an initial coherence $\langle b|\rho_0|b'\rangle$ and a non-zero $\langle b'|P_L|b\rangle$. Its amplitude is proportional to that coherence, so it generally differs between the starts.

**Assumptions.** The lead bands are bounded and continuous, $V$ has finite rank, and $kT>0$. Bound energies lie outside the bands, and the rest of the spectrum of $H$ is absolutely continuous, with projector $P_{ac}$. Between vectors of C and of the range of $V$, the elements of $e^{-iHt}P_{ac}$ and $e^{-ih_\alpha t}$ are integrable in time. Square-root band edges without a threshold resonance satisfy this, since they give tails $t^{-3/2}$.

**Riemann-Lebesgue lemma.** If $m(E)$ is integrable, $\int dE\,e^{-iEt}m(E)\to0$. For a step on $[a,b]$ the integral is $(e^{-iat}-e^{-ibt})/(it)$, which vanishes as $1/t$. Any integrable $m$ differs from a sum of steps by a function of arbitrarily small integrated modulus, which bounds its contribution at all times.

## First derivation: wave operators

**The starts differ by a compact operator.** Write $A=H_{eq}$ and $B=h_L^0\oplus h_C\oplus h_R^0$, so $A-B=V$. For each power,

$$A^n-B^n=\sum_{j=0}^{n-1}A^jVB^{n-1-j}$$

has finite rank. On a bounded interval the continuous function $f$ is a uniform limit of polynomials, so $f(A)-f(B)$ is a norm limit of finite-rank operators, which means it is compact. Replacing $f(h_C)$ by $n_C$ is a finite-rank change. Hence $K=f(H_{eq})-\rho_d$ is compact.

**The difference is forgotten.** Let $\phi_t=e^{iHt}P_{ac}|y\rangle$. Its overlap with any fixed vector is the Fourier integral of an integrable density, so it tends to zero. For any $\delta>0$ there is a finite-rank $F$ with $\|K-F\|<\delta$, and

$$\|K\phi_t\|\le\delta\|\phi_t\|+\|F\phi_t\| .$$

The last term contains finitely many vanishing overlaps, so $\|K\phi_t\|\to0$. In the continuum, $\rho_0$ may therefore be replaced by $\rho_d$ for either start.

**The lead distribution survives.** Since $f(h_\alpha^0)$ commutes with $h_\alpha=h^0_\alpha+U_\alpha$, the lead part of $\rho_d$ commutes with $H_d$. This suggests following $e^{-iH_dt}e^{iHt}P_{ac}|y\rangle$. Its time derivative is $ie^{-iH_dt}Ve^{iHt}P_{ac}|y\rangle$, whose norm is integrable for the local vectors $y$ needed here, so the limit exists. Its component in C vanishes by Riemann-Lebesgue, and $n_C$ drops out. Its component on a lead state $|k\rangle$ of energy $\varepsilon_k$ is

$$\langle k|P_{ac}|y\rangle+i\!\int_0^\infty\!ds\,e^{-i\varepsilon_ks}\langle k|Ve^{iHs}P_{ac}|y\rangle
=\langle k|\Big[1+V\frac1{\varepsilon_k-i0-H}\Big]P_{ac}|y\rangle .$$

The projector can be omitted. Projecting $H|b\rangle=E_b|b\rangle$ on $\langle k|$ gives

$$\langle k|b\rangle=\frac{\langle k|V|b\rangle}{E_b-\varepsilon_k}, \tag{2}$$

so the bracket annihilates every bound state. The component is thus $\langle\psi_k|y\rangle$, with the scattering state $|\psi_k\rangle=[1+(\varepsilon_k+i0-H)^{-1}V]|k\rangle$. The continuum part of the density matrix tends to

$$\langle x|\rho_\infty|y\rangle=\sum_{\alpha,k\in\alpha}f_\alpha(\varepsilon_k)\langle x|\psi_k\rangle\langle\psi_k|y\rangle .$$

**Current of the scattering states.** From $d\langle P_L\rangle/dt=i\langle[H,P_L]\rangle$,

$$J_L=i[P_L,H]=i(V_{LC}-V_{CL}).$$

Define $\Sigma^R_\alpha(\varepsilon)=V_{C\alpha}(\varepsilon+i0-h_\alpha)^{-1}V_{\alpha C}$, $\Sigma^A=(\Sigma^R)^\dagger$, $\Gamma_\alpha=i(\Sigma^R_\alpha-\Sigma^A_\alpha)$ and $G^R=(\varepsilon+i0-h_C-\Sigma^R_L-\Sigma^R_R)^{-1}$. Here $\Gamma_\alpha=2\pi V_{C\alpha}\delta(\varepsilon-h_\alpha)V_{\alpha C}$.

A state incident from R has $c=P_C\psi_k=G^RV_{CR}|k\rangle$ and $P_L\psi_k=(\varepsilon+i0-h_L)^{-1}V_{LC}c$. Therefore

$$\langle J_L\rangle=i\,c^\dagger(\Sigma_L^A-\Sigma_L^R)c=-c^\dagger\Gamma_Lc .$$

The minus sign means flow into L. Summing over $k$ with weight $f_R$ gives $-\int\frac{d\varepsilon}{2\pi}f_R\mathrm{Tr}[\Gamma_LG^R\Gamma_RG^A]$.

For incidence from L, the same calculation gives $\langle J_R\rangle=-c^\dagger\Gamma_Rc$. Since $J_L+J_R=-i[P_C,H]$ has zero expectation in an eigenstate, $\langle J_L\rangle=c^\dagger\Gamma_Rc$. The sum is $\int\frac{d\varepsilon}{2\pi}f_L\mathrm{Tr}[\Gamma_RG^R\Gamma_LG^A]$.

The two traces agree. With $\Gamma=\Gamma_L+\Gamma_R$, $(G^A)^{-1}-(G^R)^{-1}=-i\Gamma$ on the bands, so

$$G^R-G^A=-iG^R\Gamma G^A=-iG^A\Gamma G^R. \tag{3}$$

Multiplying the last equality by $\Gamma_L$, taking the trace and cancelling the cyclically equal $\Gamma_L\Gamma_L$ terms leaves $\mathrm{Tr}[\Gamma_LG^R\Gamma_RG^A]=\mathrm{Tr}[\Gamma_RG^R\Gamma_LG^A]$. This is the integral in (1).

**Bound states.** Insert $e^{-iHt}=e^{-iHt}P_{ac}+\sum_be^{-iE_bt}|b\rangle\langle b|$ on both sides of $\rho_0$. Mixed terms contain $\langle b|\rho_0e^{iHt}P_{ac}|y\rangle$ and vanish by Riemann-Lebesgue. The bound-bound terms remain, with

$$\langle b'|J_L|b\rangle=i\langle b'|P_LH-HP_L|b\rangle=i(E_b-E_{b'})\langle b'|P_L|b\rangle ,$$

which gives the sum in (1). For two real bound states, real $\rho_0$ and $\omega=E_2-E_1$, the two terms combine into

$$i\omega\langle1|\rho_0|2\rangle\langle1|P_L|2\rangle(e^{-i\omega t}-e^{i\omega t})=2\omega\langle1|\rho_0|2\rangle\langle1|P_L|2\rangle\sin\omega t. \tag{4}$$

## Second derivation: Keldysh memory kernels

This route stays in C and treats the initial correlations explicitly. Let $G^R(t)=-i\theta(t)P_Ce^{-iHt}P_C$ and $A(t)=P_Ce^{-iHt}$. Then $G^<(t,s)=iA(t)\rho_0A(s)^\dagger$. Integrating the equation of motion gives, for $t>0$,

$$A(t)P_C=iG^R(t),\qquad A(t)P_\alpha=\int_0^t\!ds\,G^R(t-s)V_{C\alpha}e^{-ih_\alpha s}. \tag{5}$$

**Current.** The expectation of $J_L$ is $I_L=-2\,\mathrm{Im\,Tr}\,X_L$, with $X_L=P_C\rho(t)P_LV_{LC}$. The lead amplitude obeys

$$V_{CL}P_Le^{-iHt}=V_{CL}e^{-ih_Lt}P_L+\int_0^t\!ds\,\Sigma_L^R(t-s)A(s),$$

where $\Sigma_L^R(t)=-i\theta(t)V_{CL}e^{-ih_Lt}V_{LC}$. Hence

$$X_L(t)=A(t)\rho_0P_Le^{ih_Lt}V_{LC}+\int_0^t\!ds\,A(t)\rho_0A(s)^\dagger\Sigma_L^R(t-s)^\dagger. \tag{6}$$

**Partitioned start without bound states.** In (5), a lead component of energy $\varepsilon$ acquires the factor

$$\int_0^t\!ds\,G^R(t-s)e^{-i\varepsilon s}=e^{-i\varepsilon t}\int_0^t\!du\,G^R(u)e^{i\varepsilon u}\to e^{-i\varepsilon t}G^R(\varepsilon).$$

The term with $n_C$ decays with $G^R(t)$. With $F=\Gamma_Lf_L+\Gamma_Rf_R$, at large times

$$A(t)\rho_dA(s)^\dagger\to\int\!\frac{d\varepsilon}{2\pi}e^{-i\varepsilon(t-s)}G^RFG^A,$$

which is the Keldysh equation $G^<=G^R\Sigma^<G^A$ with $\Sigma^<=iF$. Equation (6) becomes

$$X_L\to\int\!\frac{d\varepsilon}{2\pi}\,[G^R\Gamma_Lf_L+G^RFG^A\Sigma_L^A].$$

By (3), $-2\,\mathrm{Im\,Tr}[G^R\Gamma_L]=i\,\mathrm{Tr}[(G^R-G^A)\Gamma_L]=\mathrm{Tr}[\Gamma_LG^R\Gamma G^A]$. Since $G^RFG^A$ is Hermitian, the second term gives $i\,\mathrm{Tr}[G^RFG^A(\Sigma_L^A-\Sigma_L^R)]=-\mathrm{Tr}[\Gamma_LG^RFG^A]$. Their sum contains $\Gamma f_L-F=\Gamma_R(f_L-f_R)$, which reproduces the integral in (1).

**Initial correlations.** The Fermi function has the symmetric pole sum

$$f(H_{eq})=\tfrac12+kT\sum_n\frac1{z_n-H_{eq}},\qquad z_n=\mu+i\nu_n,\quad \nu_n=(2n+1)\pi kT .$$

Let $g_{\alpha n}=(z_n-h^0_\alpha)^{-1}$ and $\mathcal G_n=P_C(z_n-H_{eq})^{-1}P_C$. Block elimination shows that $\Delta=f(H_{eq})-\rho_d$ has the blocks

$$\Delta_{\alpha\beta}=kT\sum_ng_{\alpha n}V_{\alpha C}\mathcal G_nV_{C\beta}g_{\beta n},\qquad \Delta_{\alpha C}=kT\sum_ng_{\alpha n}V_{\alpha C}\mathcal G_n,$$

$\Delta_{C\alpha}=\Delta_{\alpha C}^\dagger$, and a finite matrix $\Delta_{CC}$. After propagation, the lead factors enter through

$$a_n(t)=\sum_\alpha A(t)g_{\alpha n}V_{\alpha C}=\int_0^t\!ds\,G^R(t-s)\sigma_n(s),$$

$$\sigma_n(s)=\sum_\alpha\int\!\frac{d\varepsilon}{2\pi}\frac{\Gamma_\alpha(\varepsilon)e^{-i\varepsilon s}}{z_n+U_\alpha-\varepsilon}.$$

Riemann-Lebesgue gives $\sigma_n(s)\to0$. The convolution also vanishes: for $s>t/2$ the factor $\sigma_n$ is small, and for $s<t/2$ the integral of $|G^R|$ over its tail is small. Each of $a_n$ and $\mathcal G_n$ is bounded by a constant over $|\nu_n|$, so every pole sum is dominated by a multiple of $\sum_n\nu_n^{-2}$ and the limit may be taken term by term. Thus $A(t)\Delta A(s)^\dagger\to0$ when both times grow.

In (6), the second correction then vanishes because $\Sigma_L^R$ is integrable. The first contains $V_{CL}g_{Ln}e^{ih_Lt}V_{LC}$, which vanishes by the same lemma. The partition-free start has the same limit.

**Bound states.** Now $G^R(t)$ contains $-i\sum_be^{-iE_bt}\chi_b\chi_b^\dagger$, with $\chi_b=P_C|b\rangle$. For one such term, (5) gives

$$-i\!\int_0^t\!ds\,e^{-iE_b(t-s)}\chi_b\chi_b^\dagger V_{C\alpha}e^{-ih_\alpha s}
=\chi_b\chi_b^\dagger V_{C\alpha}\frac{e^{-iE_bt}-e^{-ih_\alpha t}}{E_b-h_\alpha}.$$

The second exponential supplies the bound-state pole of $G^R(\varepsilon)$. By (2), the first is $e^{-iE_bt}\chi_b\langle b|P_\alpha$, so $A(t)$ retains $\sum_be^{-iE_bt}\chi_b\langle b|$. This part acts on the full $\rho_0$, including $\Delta$. Mixed terms dephase as before.

The first term of (6) then has no lasting bound part, because $\langle b|\rho_0P_Le^{ih_Lt}V_{LC}\to0$. The second gives

$$X_L^{osc}=\sum_{b,b'}\langle b|\rho_0|b'\rangle e^{-i(E_b-E_{b'})t}\chi_b\chi_{b'}^\dagger\Sigma_L(E_{b'}).$$

Outside the band $\Sigma_L$ is Hermitian. Taking $-2\,\mathrm{Im\,Tr}$ and exchanging labels in the conjugate leaves $i\chi_{b'}^\dagger[\Sigma_L(E_{b'})-\Sigma_L(E_b)]\chi_b$ as the coefficient. The resolvent identity and (2) give

$$\chi_{b'}^\dagger[\Sigma_L(E_{b'})-\Sigma_L(E_b)]\chi_b=(E_b-E_{b'})\langle b'|P_L|b\rangle,$$

and the sum in (1) follows.

## What each derivation assumes

Both derivations need a fixed quadratic $H$ after switch-on, continuous leads and local decay. Finite leads have discrete levels and eventually return reflected waves. A self-consistent mean field that keeps changing in time is outside the proof.

The first derivation needs the initial states to differ by a compact operator. It therefore also covers non-thermal local disturbances, but it says little about the transient. The second uses the thermal pole sum and gives explicit memory kernels. At $kT=0$ the polynomial approximation fails at the step of $f$, and the pole spacing closes, so neither proof applies unchanged. Taking $kT\to0$ after $t\to\infty$ is allowed in the final integral.

Both starts must also end with the same $H$. Raising the filling of a lead without shifting its band is a different problem. For $U_R=0$ and small $U_L$, $f_L-f_R\simeq-U_Lf'(\varepsilon)$, and the steady current becomes $U_L\int\frac{d\varepsilon}{2\pi}(-f')\mathrm{Tr}[\Gamma_LG^R\Gamma_RG^A]$, evaluated at zero bias.

## Worked example

Let C be one site of energy $\epsilon_0$, coupled by hopping $-v$ to two chains of hopping $-J$. Take $U_L=J$, $U_R=0$, $\mu=0$ and $kT=0.1J$. In units of $J$, $\Sigma_\alpha^R(\varepsilon)=v^2g(\varepsilon-U_\alpha)$, where inside the band $g(x)=(x-i\sqrt{4-x^2})/2$ and outside it $g(x)=(x-\mathrm{sgn}(x)\sqrt{x^2-4})/2$.

The integral in (1) was evaluated by quadrature. Separately, chains of 300 sites were diagonalized and evolved. The maximum band velocity is $2J$, so a reflection needs about $300\,\hbar/J$ to return; late values are taken from 180 to $260\,\hbar/J$.

**No bound state:** $\epsilon_0=0.3J$, $v=0.5J$. The integral gives $0.12035\,J/\hbar$. The late means are the same to these digits for the partition-free start and for partitioned starts with an empty or full site. The largest difference between the partition-free and empty-site currents falls from $1.4\times10^{-2}\,J/\hbar$ for times 2 to $8\,\hbar/J$ to about $10^{-9}\,J/\hbar$ in the late window. For $J=1$ eV the charge-current unit is $243.41\ \mu$A, so the steady current is $0.12035\times243.41=29.3\ \mu$A. The chosen $kT=0.1J$ then corresponds to about 1160 K. Shifting the left filling but not its band gives $0.12784\,J/\hbar$, about 6% more.

**One bound state:** $\epsilon_0=2.5J$, $v=J$. The bound energy is $3.375J$ and its weight on the site is 0.646. The steady current is $0.0754\,J/\hbar$ for both starts, but the density remembers its origin. The bound filling is 0.699 for a partitioned start with a full site and 0.003 for the partition-free start. The predicted difference in site occupation is $0.646(0.699-0.003)=0.450$, and the evolution gives 0.450.

**Two bound states:** $\epsilon_0=0$, $v=2J$. The energies are $-2.8084J$ and $3.4155J$, so $\omega=6.2240\,J/\hbar$. The overlap is $\langle1|P_L|2\rangle=-0.20259$. For the partitioned start with an empty site, $\langle1|\rho_0|2\rangle=-0.18174$, and (4) gives

$$2(6.2240)(-0.18174)(-0.20259)=0.458\ J/\hbar .$$

For the partition-free start the coherence is $-0.03370$ and the amplitude is $0.085\,J/\hbar$. Fits to the evolved currents return both amplitudes to these digits, around the common mean $0.155\,J/\hbar$. In the partitioned case the oscillation exceeds the mean, so the current reverses during each cycle. For $J=1$ eV the period is 0.66 fs, and the amplitudes above hold for a switch much faster than that. A slower switch reduces them: a linear ramp of the bias over one period cuts the partition-free amplitude from $0.085$ to about $0.003\,J/\hbar$, while a linear ramp of $v$ lowers the partitioned amplitude from $0.458$ to $0.42\,J/\hbar$ over one period and to $0.08\,J/\hbar$ over four.
